# Steady Capture of Oppositely Charged Defects by Drift and Diffusion: verification in Python

```python
"""Capture of oppositely charged defects by drift and diffusion.

Result under test: k = 4 pi D b / (1 - exp(-b/R)), where
  k  capture coefficient (capture rate / distant concentration),
  D  relative diffusivity, the sum for the two defects,
  b  Onsager length, z^2 e^2 / (4 pi eps kB T), positive for attraction,
  R  separation at which the pair annihilates.
Lengths are in nm inside the solvers. The reduced capture length is
k/(4 pi D). Energies w(r) are in units of kB T.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix, diags


def capture_length(b, R):
    """Derived formula for k/(4 pi D), with the neutral limit."""
    return R if b == 0 else b / (-np.expm1(-b / R))


def radial_solve(w, R, contact=None, duration=None, n=20000):
    """Finite volumes on a logarithmic grid, c = 1 at the outer edge.

    contact: reaction velocity / D in 1/nm (None means c(R) = 0).
    duration: D*t in nm^2 from a uniform start (None means steady state).
    Returns the inward flux/(4 pi D) at R, the grid and the profile.
    """
    s = np.linspace(np.log(R), np.log(1e5 * R), n)
    h = s[1] - s[0]
    r = np.exp(s)
    r_mid = np.sqrt(r[1:] * r[:-1])
    dw = np.diff(w(r))
    up = r_mid * (1 + dw / 2) / h
    lo = r_mid * (-1 + dw / 2) / h
    ab = np.zeros((3, n))
    ab[0, 2:] = up[1:]
    ab[1, 1:-1] = lo[1:] - up[:-1]
    ab[2, :n - 2] = -lo[:-1]
    ab[1, 0] = 1.0
    ab[1, -1] = 1.0
    if contact is not None:
        ab[1, 0] = lo[0] - R**2 * contact
        ab[0, 1] = up[0]
    rhs = np.zeros(n)
    rhs[-1] = 1.0
    if duration is None:
        c = solve_banded((1, 1), ab, rhs)
    else:
        steps = 200
        storage = r[1:-1]**3 * h / (duration / steps)
        ab[1, 1:-1] -= storage
        c = np.ones(n)
        for _ in range(steps):
            rhs[1:-1] = -storage * c[1:-1]
            c = solve_banded((1, 1), ab, rhs)
    return up[0] * c[1] + lo[0] * c[0], r, c


def lattice_capture(b, R, hop, outer, field=0.0):
    """k/(4 pi D) for hops on a cubic lattice obeying detailed balance.

    c = 0 on sites within R, c = 1 on sites beyond outer.
    field: z e F/(kB T) in 1/nm, along the third axis.
    """
    m = int(outer / hop) + 2
    axis = hop * np.arange(-m, m + 1)
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    r = np.sqrt(x**2 + y**2 + z**2)
    w = (-b / np.maximum(r, hop) - field * z).ravel()
    r = r.ravel()
    number = np.arange(r.size).reshape(x.shape)
    first, second = [], []
    for ax in range(3):
        moved = np.moveaxis(number, ax, 0)
        first.append(moved[:-1].ravel())
        second.append(moved[1:].ravel())
    i, j = np.concatenate(first), np.concatenate(second)
    g = np.exp(-(w[i] + w[j]) / 2)
    links = coo_matrix((g, (i, j)), shape=(r.size, r.size)).tocsr()
    links = links + links.T
    degree = np.asarray(links.sum(axis=1)).ravel()
    sink = np.flatnonzero(r <= R)
    free = np.flatnonzero((r > R) & (r < outer))
    source = np.flatnonzero(r >= outer)
    rows = links[free]
    drive = rows[:, source] @ np.exp(w[source])
    scale = 1 / np.sqrt(degree[free])
    scaling = diags(scale)
    offdiag = (scaling @ rows[:, free] @ scaling).tocsr()
    # conjugate gradients for (1 - offdiag) u = scale * drive
    u = np.exp(w[free]) / scale
    res = scale * drive - (u - offdiag @ u)
    p = res.copy()
    rr = res @ res
    target = 1e-20 * np.sum((scale * drive)**2)
    for _ in range(5000):
        if rr < target:
            break
        ap = p - offdiag @ p
        alpha = rr / (p @ ap)
        u += alpha * p
        res -= alpha * ap
        new = res @ res
        p = res + (new / rr) * p
        rr = new
    assert rr < target, "lattice solver did not converge"
    current = np.sum(links[sink][:, free] @ (scale * u))
    return hop * current / (4 * np.pi)


def general_capture_length(w, R):
    """1 / integral of exp(w)/r^2 from R to infinity, with x = 1/r."""
    value = quad(lambda q: np.exp(w(1 / q)), 0, 1 / R,
                 epsabs=1e-12, epsrel=1e-10, limit=300)[0]
    return 1 / value


# ---- two moving defects reduce to one with the summed diffusivity
pos = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
d1, d2, bs, rs = sp.symbols("d1 d2 b r", positive=True)
dist = sp.sqrt(sum((pos[q] - pos[q + 3])**2 for q in range(3)))
trial = rs * sp.exp(-rs)
pair_density = trial.subs(rs, dist)
pair_energy = -bs / dist
two_body = sum(
    (d1 if q < 3 else d2) * sp.diff(
        sp.diff(pair_density, v) + pair_density * sp.diff(pair_energy, v), v)
    for q, v in enumerate(pos))
one_body = (d1 + d2) / rs**2 * sp.diff(
    rs**2 * (sp.diff(trial, rs) + bs * trial / rs**2), rs)
point = dict(zip(pos, (0.3, -0.4, 1.1, 1.2, 0.5, -0.2)))
params = {d1: 0.7, d2: 1.9, bs: 2.3}
left = float(two_body.subs(params).subs(point))
right = float(one_body.subs(params).subs(rs, dist.subs(point)))
assert abs(left - right) < 1e-9 * max(1, abs(right))

# ---- capture coefficient from the flux equation, all signs of b
# tolerance: the outer edge at 1e5 R shifts the flux by up to about 1e-4
worst = 0.0
for ratio in (-3.0, -0.5, 0.0, 0.5, 2.0, 8.0):
    numeric = radial_solve(lambda r: -ratio / r, 1.0)[0]
    worst = max(worst, abs(numeric / capture_length(ratio, 1.0) - 1))
assert worst < 2e-4

# ---- worked example: rough values for a hot, pure alumina scale
T, eps_r, charge = 1400.0, 12.0, 2
R, hop = 0.5, 0.28                # nm
D = 1e-8                          # cm^2/s
density = 1e16                    # cm^-3, each defect
kT = const.k * T


def onsager(temp, eps):
    return (charge * const.e)**2 / (
        4 * np.pi * eps * const.epsilon_0 * const.k * temp) * 1e9


b = onsager(T, eps_r)
length = capture_length(b, R)
to_k = 4 * np.pi * D * 1e-7       # nm to cm^3/s
k = to_k * length
numeric, grid, profile = radial_solve(lambda r: -b / r, R)
assert abs(numeric / length - 1) < 2e-4


def c_formula(r):
    return np.expm1(b / r - b / R) / np.expm1(-b / R)


sample = np.array([0.52, 0.56, 0.7, 1.0, 4.0, 20.0])
assert np.max(np.abs(np.interp(np.log(sample), np.log(grid), profile)
                     - c_formula(sample))) < 2e-4

r_half = -b / np.log((1 + np.exp(-b / R)) / 2)
outside = quad(lambda q: np.exp(-b * q), 0, 1 / r_half)[0]
total = quad(lambda q: np.exp(-b * q), 0, 1 / R)[0]
assert abs(outside / total - 0.5) < 1e-8

# ---- static screening
screened = []
for n_def in (density, 100 * density):
    strength = 2 * charge**2 * n_def * 1e6
    debye = np.sqrt(eps_r * const.epsilon_0 * kT
                    / (strength * const.e**2)) * 1e9

    def w_screened(r, debye=debye):
        return -b * np.exp(-r / debye) / r

    by_integral = general_capture_length(w_screened, R)
    by_flux = radial_solve(w_screened, R)[0]
    assert abs(by_flux / by_integral - 1) < 3e-4
    screened.append((n_def, debye, by_integral / length))

# ---- finite contact velocity, (D/hop) exp(-barrier/kT)
barrier = 0.3                     # eV


def contact_length(b_, R_, v_over_D):
    e = np.exp(-b_ / R_)
    return b_ / (1 - e + b_ * e / (v_over_D * R_**2))


v_over_D = np.exp(-barrier * const.e / kT) / hop
for b_test, v_test in ((b, v_over_D), (1.0, 0.8)):
    numeric = radial_solve(lambda r: -b_test / r, R, contact=v_test)[0]
    assert abs(numeric / contact_length(b_test, R, v_test) - 1) < 2e-4
contact_ratio = contact_length(b, R, v_over_D) / length

# ---- approach to the steady state from a uniform start
early = radial_solve(lambda r: -b / r, R, duration=b**2)[0]
steady = radial_solve(lambda r: -b / r, R)[0]
transient = early / steady - 1
assert abs(transient) < 0.01
settle = (b * 1e-7)**2 / D
half_life = 1 / (k * density)

# ---- discrete hops and a uniform field
outer = 2 * b
finite_outer = b / (1 - np.exp(b / outer - b / R))
on_lattice = lattice_capture(b, R, hop, outer)
lattice_ratio = on_lattice / finite_outer
assert abs(lattice_ratio - 1) < 0.02
field_rows = []
for field in (0.01, 0.1):         # MV/cm
    f = charge * const.e * field * 1e8 / kT * 1e-9
    change = lattice_capture(b, R, hop, outer, f) / on_lattice - 1
    assert abs(change) < 0.01
    field_rows.append((field, f * b, np.sqrt(b / f), change))

print(f"Temperature: {T:.0f} K; thermal energy: {kT / const.e:.4f} eV")
print(f"Relative permittivity: {eps_r:.0f}; charges: +/-{charge} e")
print(f"Capture radius R: {R:.2f} nm; hop length: {hop:.2f} nm")
print(f"Relative diffusivity D: {D:.1e} cm^2/s")
print(f"Concentration of each defect: {density:.1e} cm^-3")
print(f"Onsager length b: {b:.3f} nm; b/R: {b / R:.3f}")
print(f"exp(-b/R): {np.exp(-b / R):.3e}")
print(f"Capture coefficient k: {k:.4e} cm^3/s")
print(f"Limit 4 pi D b: {to_k * b:.4e} cm^3/s")
print(f"Neutral defects, 4 pi D R: {to_k * R:.4e} cm^3/s")
print(f"Gain over neutral defects: {length / R:.3f}")
print(f"Like charges, k: {to_k * capture_length(-b, R):.3e} cm^3/s")
print(f"Depleted layer R^2/b: {R**2 / b:.4f} nm")
for r in (0.56, 0.7, 1.0):
    print(f"c/c_inf at r = {r:.2f} nm: {c_formula(r):.4f}")
print(f"Half of the integral lies beyond r: {r_half:.3f} nm")
print(f"First half-life 1/(k n): {half_life:.3e} s")
print(f"Largest error of k formula vs flux solver: {worst:.1e}")
for n_def, debye, ratio in screened:
    print(f"Screening, n = {n_def:.0e} cm^-3: Debye length {debye:.2f} nm,"
          f" k ratio {ratio:.4f}")
print(f"Hopping lattice / continuum k: {lattice_ratio:.4f}"
      f" (outer radius {outer:.2f} nm)")
for field, strength, r_equal, change in field_rows:
    print(f"Field {field:.2f} MV/cm: zeFb/kT {strength:.3f}, equal forces at"
          f" {r_equal:.1f} nm, k change {100 * change:.3f} %")
print(f"Settling time b^2/D: {settle:.2e} s")
print(f"Excess capture at that time: {100 * transient:.3f} %")
print(f"Contact barrier {barrier:.1f} eV: k ratio {contact_ratio:.4f}")
for R_alt in (0.3, 1.0):
    print(f"k for R = {R_alt:.1f} nm: "
          f"{to_k * capture_length(b, R_alt):.4e} cm^3/s")
b_eps = onsager(T, 10.0)
print(f"k for permittivity 10: {to_k * capture_length(b_eps, R):.4e} cm^3/s")
for T_alt in (1200.0, 1600.0):
    print(f"b at {T_alt:.0f} K, same permittivity: "
          f"{onsager(T_alt, eps_r):.3f} nm")
overlap = 4 * np.pi / 3 * (b * 1e-7)**3 * density
print(f"Volume fraction of spheres of radius b: {overlap:.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 1400 K; thermal energy: 0.1206 eV
Relative permittivity: 12; charges: +/-2 e
Capture radius R: 0.50 nm; hop length: 0.28 nm
Relative diffusivity D: 1.0e-08 cm^2/s
Concentration of each defect: 1.0e+16 cm^-3
Onsager length b: 3.979 nm; b/R: 7.957
exp(-b/R): 3.501e-04
Capture coefficient k: 5.0014e-14 cm^3/s
Limit 4 pi D b: 4.9996e-14 cm^3/s
Neutral defects, 4 pi D R: 6.2832e-15 cm^3/s
Gain over neutral defects: 7.960
Like charges, k: 1.751e-17 cm^3/s
Depleted layer R^2/b: 0.0628 nm
c/c_inf at r = 0.56 nm: 0.5739
c/c_inf at r = 0.70 nm: 0.8974
c/c_inf at r = 1.00 nm: 0.9816
Half of the integral lies beyond r: 5.743 nm
First half-life 1/(k n): 1.999e-03 s
Largest error of k formula vs flux solver: 2.7e-05
Screening, n = 1e+16 cm^-3: Debye length 31.62 nm, k ratio 0.8997
Screening, n = 1e+18 cm^-3: Debye length 3.16 nm, k ratio 0.5455
Hopping lattice / continuum k: 1.0041 (outer radius 7.96 nm)
Field 0.01 MV/cm: zeFb/kT 0.066, equal forces at 15.5 nm, k change 0.000 %
Field 0.10 MV/cm: zeFb/kT 0.660, equal forces at 4.9 nm, k change 0.022 %
Settling time b^2/D: 1.58e-05 s
Excess capture at that time: 0.022 %
Contact barrier 0.3 eV: k ratio 0.9816
k for R = 0.3 nm: 4.9997e-14 cm^3/s
k for R = 1.0 nm: 5.0950e-14 cm^3/s
k for permittivity 10: 6.0000e-14 cm^3/s
b at 1200 K, same permittivity: 4.642 nm
b at 1600 K, same permittivity: 3.481 nm
Volume fraction of spheres of radius b: 2.64e-03
ALL CHECKS PASSED
```
